# Mirror symmetry and the flexural-phonon selection rule in flat graphene

A calculation of lattice heat conduction in graphene needs cubic force constants and a list of scattering channels. One decision is whether to set every constant with an odd number of out-of-plane indices to zero, and with it every channel containing one or three flexural phonons. For a flat, isolated sheet this is required by symmetry, and small non-zero values there are numerical noise. For a sheet on a substrate, the same deletion removes real scattering.

**The reflection and its conditions**

Take an infinite sheet, one atom thick, with equilibrium positions $\mathbf R_i^0=(X_i,Y_i,0)$. There is no substrate, perpendicular field, static ripple or one-sided adsorbate. The nuclei move on the Born–Oppenheimer energy $V$. Let $\sigma$ reverse all $z$ coordinates.

The electronic Hamiltonian contains kinetic energies and Coulomb energies. Reflecting both electrons and nuclei changes neither the kinetic energies nor any distance. The electronic problems for nuclear positions $\{\mathbf R_i\}$ and $\{\sigma\mathbf R_i\}$ are therefore unitarily equivalent and have the same ground-state energy. Write $\mathbf R_i=\mathbf R_i^0+\mathbf u_i$. Since $\sigma\mathbf R_i^0=\mathbf R_i^0$, reflection changes only the sign of $u_{iz}$:
$$V(\{u_x,u_y,u_z\})=V(\{u_x,u_y,-u_z\}).\tag{1}$$
Flatness enters here: each atom must be its own mirror image. Uniform in-plane strain leaves (1) intact as long as the sheet stays flat.

**Force constants**

Define
$$\Phi_{i\alpha,j\beta,k\gamma}=\left.\frac{\partial^3V}{\partial u_{i\alpha}\partial u_{j\beta}\partial u_{k\gamma}}\right|_{0}.$$
Differentiate (1) and set $u=0$. By the chain rule, each $z$ derivative on the right gives a factor $-1$. With $n_z$ the number of $z$ indices,
$$\Phi=(-1)^{n_z}\Phi .\tag{2}$$
For odd $n_z$ this reads $\Phi=-\Phi$, so $\Phi=0$. Of the 27 Cartesian components for three given atoms, $8+6=14$ have $n_z=0$ or 2 and may survive; $12+1=13$ must vanish.

The same argument at second order gives $\Phi_{xz}=\Phi_{yz}=0$. With two atoms per cell, the $6\times6$ dynamical matrix splits into a $4\times4$ in-plane block and a $2\times2$ vertical block. The two vertical branches are the flexural ones, ZA and ZO. If an in-plane and a flexural branch cross, a diagonalization may return mixtures; one then chooses modes of definite mirror parity within the degenerate space.

A single bond shows why two flexural phonons can couple to an in-plane one. Let its ends differ in displacement by $s$ along the bond and $w$ vertically. Its length is
$$r=\sqrt{(d+s)^2+w^2}\simeq d+s+\frac{w^2}{2d}$$
to second order. The energy $\tfrac12k(r-d)^2$ then contains $ksw^2/(2d)$. Height enters squared, because raising or lowering one end stretches the bond equally.

**The three-phonon amplitude**

Let $N$ be the number of cells, $M$ the atomic mass and $\mathbf x_i$ the equilibrium position of atom $i$ on sublattice $s_i$. The displacement is
$$u_{i\alpha}=\frac1{\sqrt N}\sum_{\mathbf q\nu}\ell_{\mathbf q\nu}\,e^{\mathbf q\nu}_{s_i\alpha}e^{i\mathbf q\cdot\mathbf x_i}A_{\mathbf q\nu},\qquad \ell=\sqrt{\frac{\hbar}{2M\omega}},\tag{3}$$
where $A_{\mathbf q\nu}=a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}$ and the polarization vector has unit norm in a cell. Insert this into $\tfrac16\sum\Phi uuu$. The sum over lattice translations gives $N$ if $\mathbf q_1+\mathbf q_2+\mathbf q_3$ is a reciprocal lattice vector and zero otherwise. Combined with $N^{-3/2}$ from the displacements, this leaves
$$H_3=\frac1{6\sqrt N}\sum_{123}V_{123}A_1A_2A_3,\qquad V_{123}=\ell_1\ell_2\ell_3\Psi_{123},\tag{4}$$
$$\Psi_{123}=\sum_{i\in\text{cell}}\sum_{jk}\sum_{\alpha\beta\gamma}\Phi_{i\alpha,j\beta,k\gamma}\,e^1_{s_i\alpha}e^2_{s_j\beta}e^3_{s_k\gamma}\,e^{i(\mathbf q_1\cdot\mathbf x_i+\mathbf q_2\cdot\mathbf x_j+\mathbf q_3\cdot\mathbf x_k)}.\tag{5}$$
The sum in (4) runs over wavevectors allowed by quasi-momentum conservation. For one phonon decaying into two different ones, the six orderings cancel the $1/6$ and the matrix element is $V_{123}/\sqrt N$. Occupied modes add the usual square-root factors. An emitted phonon $\mathbf k$ enters (5) with wavevector $-\mathbf k$, because $a^\dagger_{\mathbf k}$ belongs to $A_{-\mathbf k}$.

Now replace $\Phi$ in (5) by $(-1)^{n_z}\Phi$, as (2) permits, and attach each minus sign to the corresponding $z$ component of a polarization vector. A flexural vector changes sign and an in-plane vector does not. With $n_f$ the number of flexural phonons among the three legs,
$$\Psi_{123}=(-1)^{n_f}\Psi_{123}.\tag{6}$$
Hence $\Psi_{123}=0$ for $n_f=1$ or 3, which proves the rule. The allowed values are $n_f=0$ and 2. Absorbed and emitted phonons are counted together.

With four in-plane and two flexural branches there are $6^3=216$ ordered branch triples. Those allowed by (6) number
$$4^3+3\cdot4\cdot2^2=112,\tag{7}$$
and the other 104 are forbidden. Thus LA$\to$ZA+ZA is allowed, while LA$\to$TA+ZA and ZA$\to$ZA+ZA are not. The rule is necessary, not sufficient: energy, quasi-momentum or another symmetry may still exclude an allowed triple.

**Beyond the cubic term**

Let $N_f$ count all flexural phonons and define $P=(-1)^{N_f}$. A flexural operator $a_f$ lowers $N_f$ by one, so $Pa_fP=-a_f$, and likewise for $a_f^\dagger$. Therefore $P$ reverses vertical displacements and momenta. The kinetic energy is quadratic in momenta, and $V$ obeys (1), so
$$[P,H]=0.\tag{8}$$
For states of parity $P_i$ and $P_f$ this gives $(P_f-P_i)\langle f|H|i\rangle=0$. The harmonic part $H_0$ also commutes with $P$, hence so do the intermediate propagators of perturbation theory. No sequence of allowed steps can open a forbidden process.

Flexural number is thus conserved modulo 2, but not conserved: LA$\to$ZA+ZA changes it by two. Four-phonon processes have $n_f=0$, 2 or 4. A thermal flexural vibration does not spoil the rule, since its quanta are among those counted. A static ripple does, because it changes the equilibrium about which (2) was derived.

**Thicker sheets**

Some layers thicker than one atom keep a horizontal mirror that exchanges atoms. Each mode can then be given parity $\eta=\pm1$ under the combined exchange and sign reversal, and the argument for (6) gives $\Psi_{123}=\eta_1\eta_2\eta_3\Psi_{123}$. The number of mirror-odd modes must be even, but an even mode may now contain vertical motion, with opposite atoms moving oppositely. A buckled monolayer or a Bernal bilayer has no horizontal mirror, so this argument gives no rule for it.

**The long-wavelength limit**

For long waves the sheet is an elastic membrane with in-plane displacement $\mathbf u$, height $w$ and strain
$$\varepsilon_{ij}=s_{ij}+\tfrac12\partial_iw\,\partial_jw,\qquad s_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i).$$
Its stretching energy density is $\tfrac12\lambda\varepsilon_{ii}^2+\mu\varepsilon_{ij}\varepsilon_{ij}$. The cross terms between $s$ and the height gradients are
$$F_3=\tfrac12\lambda(\nabla\cdot\mathbf u)|\nabla w|^2+\mu s_{ij}\,\partial_iw\,\partial_jw,\tag{9}$$
even in $w$, as required. For LA$(\mathbf q)\to$ZA$(\mathbf k_1)$+ZA$(\mathbf k_2)$, each gradient supplies a wavevector, and the two ways of assigning the ZA waves supply a factor 2. Each acoustic polarization has amplitude $1/\sqrt2$ on each atom. With cell area $A_c$,
$$|\Psi|\simeq\frac{A_cq}{2\sqrt2}\left|\lambda\,\mathbf k_1\!\cdot\!\mathbf k_2+2\mu(\hat{\mathbf q}\!\cdot\!\mathbf k_1)(\hat{\mathbf q}\!\cdot\!\mathbf k_2)\right|.\tag{10}$$
The coupling falls as the product of three wavevectors. Uniform shifts and, to this order, small rigid tilts cost no energy.

**A lattice example**

The model has bond length $d=0.142$ nm and mass 12 u. Each bond has a Morse energy $D(1-e^{-\alpha(r-d)})^2$ with $D=5$ eV and $\alpha=17$ nm$^{-1}$. Each angle $\theta$ at an atom costs $\tfrac12K(\cos\theta+\tfrac12)^2$ with $K=2$ eV. Each atom also carries $\tfrac12\kappa|\sum_j\mathbf b_j|^2$, where $\mathbf b_j$ are its three bond vectors and $\kappa=100$ eV/nm$^2$. These terms use full three-dimensional vectors.

About the flat sheet, bond lengths and angles change quadratically with height, so their energies are quartic in height alone. Harmonic flexural motion comes from the $\kappa$ term. Let $f=\sum_je^{i\mathbf q\cdot\boldsymbol\delta_j}$, with $\boldsymbol\delta_j$ the bonds from sublattice A. The vertical sums are $fw_B-3w_A$ and $f^*w_A-3w_B$, that is, a matrix with eigenvalues $-3\pm|f|$ acting on $(w_A,w_B)$. Therefore
$$\hbar\omega_{ZA,ZO}=\hbar\sqrt{\kappa/M}\,(3\mp|f|).\tag{11}$$
For small $q$, $|f|\simeq3-\tfrac34d^2q^2$. The ZO energy near $q=0$ is 112 meV, or six times the prefactor, so the prefactor is 18.7 meV and $\hbar\omega_{ZA}\simeq(0.28\ \text{meV nm}^2)q^2$.

Force constants were built from finite differences of the energy assigned to one atom; each full constant $\Phi$ is a sum of such one-atom contributions. The largest cubic contributions are $7.5\times10^4$ eV/nm$^3$ with no $z$ index and $1.2\times10^4$ with two. With one or three, the largest is $3\times10^{-9}$, at rounding level. At a generic wavevector triad, a test of all 216 triples found the 112 of (7) non-zero and 104 zero. The smallest even coupling was 68 eV/nm$^3$.

For an LA phonon with $q=2.0$ nm$^{-1}$, $20^\circ$ from the zigzag direction, one energy-conserving decay gives two ZA phonons with $k=6.14$ nm$^{-1}$:
$$20.26=10.12+10.14\ \text{meV}.$$
With $\hbar^2/M=3.48\times10^{-6}$ eV nm$^2$, the zero-point lengths are $9.27\times10^{-3}$, $1.31\times10^{-2}$ and $1.31\times10^{-2}$ nm. Their product is $1.59\times10^{-6}$ nm$^3$. The computed $|\Psi|=699$ eV/nm$^3$ gives
$$|V|=1.59\times10^{-6}\times699\ \text{eV}=1.1\ \text{meV}.$$

Equation (10) offers a comparison. The sound speeds are 7.8 km/s (TA) and 15.4 km/s (LA), and the mass density is $7.6\times10^{-7}$ kg/m$^2$. From $\mu=\rho v_T^2$ and $\lambda+2\mu=\rho v_L^2$ one finds $\mu=46$ and $\lambda=88$ N/m. Here $\mathbf k_{1,2}=\mathbf q/2\pm\mathbf p$ with $\mathbf p\perp\mathbf q$, so $\mathbf k_1\cdot\mathbf k_2=2-k^2=-35.7$ nm$^{-2}$, and both projections on $\hat{\mathbf q}$ are 1 nm$^{-1}$. With $A_c=0.0524$ nm$^2$, (10) gives about 700 eV/nm$^3$. At $kd=0.87$ the waves are not long, so such close agreement should not be taken as the accuracy of the membrane limit.

The same LA phonon can conserve energy by emitting TA and ZA phonons, $20.26=17.99+2.27$ meV, yet $|V|$ is $10^{-14}$ meV, zero within rounding. Symmetry closes this channel, not kinematics. The same holds for ZA$\to$ZA+ZA. With $\omega\propto q^2$, the conditions $q^2=k_1^2+k_2^2$ and $\mathbf q=\mathbf k_1+\mathbf k_2$ require $\mathbf k_1\perp\mathbf k_2$, which is possible. For $q=10$ nm$^{-1}$ the lattice gives $24.46=12.25+12.21$ meV, again with a vanishing amplitude.

Parity (8) was also tested with the full anharmonic energy of a $7\times7$-cell supercell, using up to two quanta in each of three modes. For three choices of modes, the largest parity-odd element was $2.5\times10^{-14}$ meV. An allowed LA–ZA–ZA element was 0.2411 meV, against 0.2417 meV from the cubic term alone. The modes in this test are standing waves with aligned phases, for which the cubic element is $|V_{123}|/\sqrt{2N}$ instead of the travelling-wave value $|V_{123}|/\sqrt N$.

**Opening forbidden channels: a one-sided wall**

Let a smooth, rigid wall act on each atom through
$$U(z)=\frac{\epsilon}{2}\left[\left(\frac{z_0}{z}\right)^9-3\left(\frac{z_0}{z}\right)^3\right].\tag{12}$$
Differentiation at $z_0$ gives $U'=0$ and
$$U''=\frac{\epsilon}{2}\frac{90-36}{z_0^2}=\frac{27\epsilon}{z_0^2},\qquad U'''=\frac{\epsilon}{2}\frac{-990+180}{z_0^3}=-\frac{405\epsilon}{z_0^3}.\tag{13}$$
For $\epsilon=0.04$ eV and $z_0=0.34$ nm, these are 9.34 eV/nm$^2$ and $-412$ eV/nm$^3$. The first gives ZA a gap $\hbar\omega_0=5.7$ meV. The second couples three flexural phonons with $\Psi=U'''\sum_se^1_{sz}e^2_{sz}e^3_{sz}$. Since each ZA component has magnitude $1/\sqrt2$, $|\Psi|\le|U'''|/\sqrt2=291$ eV/nm$^3$.

Because this wall depends only on the heights, it opens the 8 triples with $n_f=3$ and leaves the cubic amplitude of the 96 triples with $n_f=1$, such as LA$\to$TA+ZA, at zero. The gap restricts the decay. In the continuum, $\omega=\sqrt{\omega_0^2+c^2q^4}$ is a convex function of wavevector, so two final phonons have least total energy when each carries $\mathbf q/2$. Decay requires
$$\sqrt{\omega_0^2+c^2q^4}\ge2\sqrt{\omega_0^2+c^2q^4/16}\quad\Longrightarrow\quad cq^2\ge2\omega_0.\tag{14}$$
This puts the continuum threshold near 6.4 nm$^{-1}$; on the lattice, where (11) lies below $cq^2$, it is about 6.6 nm$^{-1}$. The phonon at 10 nm$^{-1}$ lies above it and decays as $25.1=12.6+12.5$ meV, with $|\Psi|=290$ eV/nm$^3$ and $|V|=0.34$ meV. This is 0.30 of the LA$\to$ZA+ZA amplitude on the flat free sheet, or 0.09 when squared. The ratio depends on the final states chosen. Along their energy-conserving curves the LA$\to$ZA+ZA amplitude ranges from 1.1 to about 2.3 meV and the wall amplitude from 0.34 to 0.40 meV, so 0.30 is near the upper end. These are also different initial phonons, so 0.09 is not a ratio of rates, which also need occupations and the density of final states.

**Opening forbidden channels: a static ripple**

A ripple $h\cos(\mathbf Q\cdot\mathbf x)$ with $h=0.1$ nm and period 8.5 nm permits LA–TA–ZA coupling and supplies wavevector $\mathbf Q$. With flat-sheet modes at nearby supercell wavevectors, its direct cubic coupling is 4.6 eV/nm$^3$ and $|V|=0.012$ meV, about 1% of the allowed amplitude above. Doubling the height from 0.005 to 0.01 nm multiplies this coupling by 2.00, as expected for a term linear in $h$.

This is not the whole ripple effect. Replacing $w$ by $h\cos(\mathbf Q\cdot\mathbf x)+w$ in (9) also gives terms with one $\mathbf u$ and one $w$, which mix in-plane and flexural modes. The cosine puts half its height into each of the wavevectors $\pm\mathbf Q$, so for comparable wavevectors the mixing is of order $hQ/2=\pi(0.1/8.5)=0.04$. Scaling 699 eV/nm$^3$ by the product of wavevectors, $(1.95\times3.69\times2.66)/(2.0\times6.14^2)$, gives about 180 eV/nm$^3$; mixing would then contribute roughly 7 eV/nm$^3$. This is an order of magnitude only: it ignores angles, signs and the purely in-plane couplings that enter when the ZA leg acquires an in-plane part. The direct and mixing contributions can also cancel. For a uniform tilt they must cancel at first order in the slope, because a tilted flat sheet still has its own mirror plane. A long ripple is locally close to such a tilt, so much of the direct term can be cancelled, and that term alone is not an estimate of the total ripple effect. For this triad, to first order in $h$, the direct term is 4.7 eV/nm$^3$, the mixing terms sum to 6.6 with nearly opposite sign, and the total is about 2.0 eV/nm$^3$, or $|V|\approx0.005$ meV.

**Comparison with graphene**

The model is graphene-like, not a fitted potential. Its ZO energy is close to the rough value of 110 meV for graphene, and its highest in-plane energy near $q=0$, 218 meV, is about a tenth too high. Its sound speeds are well below the rough values of 14 km/s (TA) and 21 km/s (LA), the TA speed by almost half. This shifts the energy-conserving triads and the allowed amplitudes, but not the zeros of (6). Supported devices break the assumption of an isolated sheet. For the smooth wall used here, that changes a zero ZA$\to$ZA+ZA amplitude into 0.34 meV, while the cubic amplitudes with one flexural phonon stay zero; a real substrate is also rough and able to vibrate, which this number leaves out. In a conductivity calculation, the odd constants may be set to zero for a flat free monolayer. For a supported or visibly rippled one, they should be kept, together with the changed harmonic modes. The remaining values are in the numerical output.

## Numbers as computed

```
bond length 0.142 nm; atomic mass 12.0 u
Morse depth 5.0 eV, Morse alpha 17.0 1/nm
angle stiffness 2.0 eV; pyramid stiffness 100.0 eV/nm^2
sound speeds at 0.2 1/nm: TA 7.8, LA 15.4 km/s
energies at 0.2 1/nm: ZO 112.0, top in-plane 217.7 meV
largest cubic constant, no z index: 7.463e+04 eV/nm^3
largest cubic constant, two z indices: 1.175e+04 eV/nm^3
largest cubic constant, one or three z: 3.4e-09 eV/nm^3
largest polarization mixing, 200 wavevectors: 1.1e-15
largest relative error of flexural dispersion: 2.3e-07
branch triples: 112 non-zero, 104 zero, of 216
smallest even coupling 68.3 eV/nm^3
largest odd coupling 6.2e-09 eV/nm^3
quadrature, 7x7 cells, LA-ZA-ZA element: 0.2411 meV
same element from cubic formula: 0.2417 meV
largest parity-odd element, all orders: 2.5e-14 meV
initial LA: |q| 2.0 1/nm, 20 degrees from the x axis (zigzag)
LA->ZA+ZA: |k1| 6.137, |k2| 6.137 1/nm
  energies 20.258 = 10.121 + 10.137 meV
  |Psi| 699.2 eV/nm^3, |V| 1.115 meV
LA->TA+ZA: |k1| 3.483, |k2| 2.852 1/nm
  energies 20.258 = 17.986 + 2.272 meV
  |Psi| 4.98e-12 eV/nm^3, |V| 1.258e-14 meV
ZA->ZA+ZA: |k1| 6.782, |k2| 6.782 1/nm
  energies 24.457 = 12.245 + 12.212 meV
  |Psi| 2.073e-10 eV/nm^3, |V| 2.492e-13 meV
ZA->ZA+ZA on wall: |k1| 6.467, |k2| 6.467 1/nm
  energies 25.114 = 12.566 + 12.547 meV
  |Psi| 290.1 eV/nm^3, |V| 0.3351 meV
initial ZA: |q| 10.0 1/nm, same direction
wall: adhesion 0.04 eV per atom at 0.34 nm
wall U'' 9.34 eV/nm^2, U''' -412.2 eV/nm^3
ZA gap on wall: 5.70 meV
|V| ratio, wall ZA->ZA+ZA to flat LA->ZA+ZA: 0.301
ripple: amplitude 0.1 nm, period 8.52 nm
ripple triad |q| LA 1.95, TA 3.69, ZA 2.66 1/nm
ripple LA-TA-ZA: |Psi| 4.573 eV/nm^3, |V| 0.0122 meV
|Psi| ratio for ripple 0.01 nm to 0.005 nm: 1.9997
|V| ratio, ripple LA-TA-ZA to flat LA->ZA+ZA: 0.0109
```
